**Thermal electron modes with unbroken chiral symmetry**

For massless QED at temperature T and charge e, the leading soft self-energy is m_f² times the angular average of N̸/(P·N), with m_f² = e²T²/8, P the electron four-momentum and N = (1, unit vector). The program asserts that explicit frequency sums agree with pole sums, and that the full one-loop thermal integral approaches the soft formula as P/T decreases. It checks anticommutation with γ⁵ for the one-loop matrix and for a crossed two-loop electron line, and checks that a bare mass spoils it. Diagonalization of a numerically averaged 4×4 matrix confirms the particle and plasmino energies, their pole weights and their opposite products of chirality and helicity. The pole weights and the integrated Landau cut are asserted to add to one. For T = 100 MeV the output gives m_f = 10.7 MeV and a plasmino minimum of 9.93 MeV at p = 0.408 m_f. Adding the actual electron mass splits the modes at zero momentum by 0.511 MeV, whereas the thermal term alone leaves them degenerate.

## Program and output

```python
# Result under test: in massless QED at temperature T the soft electron
# self-energy is Sigma = m_f^2 < Khat_slash / (P.Khat) >, m_f^2 = e^2 T^2/8.
# It anticommutes with gamma5, yet gives two gapped branches:
#   particle: p^2 = m_f^2 [1/(v-1) - Q0],  plasmino: p^2 = m_f^2 [Q0 - 1/(v+1)]
# with v = omega/p and Q0 = ln[(v+1)/(v-1)]/2.
# P = (omega, p along z), Khat = (1, unit vector), <> = angular average,
# S^-1 = P_slash - Sigma, metric (+,-,-,-), hbar = c = k_B = 1.
# Branch calculations use units with m_f = 1; loop tests use T = e = 1.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

# ---------- Dirac matrices ----------
I2, Z2 = np.eye(2), np.zeros((2, 2))
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.block([[I2, Z2], [Z2, -I2]]).astype(complex)]
gamma += [np.block([[Z2, s], [-s, Z2]]) for s in pauli]
metric = [1, -1, -1, -1]
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
one = np.eye(4)
spin_z = 1j * gamma[1] @ gamma[2]


def slash(vec):
    return sum(metric[m] * vec[m] * gamma[m] for m in range(4))


def chirality_violation(matrix):
    return np.linalg.norm(gamma5 @ matrix + matrix @ gamma5)


# ---------- frequency sum at fixed loop momentum, and its chirality ----------
def frequency_sums(kvec, pvec, mass, n_max=200000):
    """Explicit sums and pole sums of (k0, 1)/[(K^2-m^2)(P-K)^2], T = 1."""
    p0 = 1j * np.pi
    energy = np.sqrt(kvec @ kvec + mass**2)
    q = np.linalg.norm(pvec - kvec)
    k0 = 1j * np.pi * (2 * np.arange(-n_max, n_max) + 1)
    base = 1 / ((k0**2 - energy**2) * ((p0 - k0)**2 - q**2))
    explicit = np.array([np.sum(k0 * base), np.sum(base)])
    poles = np.zeros(2, complex)
    for s in (1, -1):
        x = s * energy
        weight = 1 / (np.exp(x) + 1) / (2 * x) / ((p0 - x)**2 - q**2)
        poles += weight * np.array([x, 1])
        y = p0 + s * q
        weight = -1 / np.expm1(s * q) / (2 * s * q) / (y**2 - energy**2)
        poles += weight * np.array([y, 1])
    return explicit, poles


kvec, pvec = np.array([0.7, -0.4, 1.1]), np.array([0.2, 0.5, -0.3])
violation = {}
for mass in (0.0, 0.3):
    explicit, poles = frequency_sums(kvec, pvec, mass)
    assert np.allclose(explicit, poles, rtol=1e-8, atol=1e-11)
    numerator = slash([explicit[0], *(kvec * explicit[1])])
    numerator = numerator + mass * explicit[1] * one
    loop = sum(metric[m] * gamma[m] @ numerator @ gamma[m] for m in range(4))
    violation[mass] = chirality_violation(loop) / np.linalg.norm(loop)
    expected = -2 * slash([explicit[0], *(kvec * explicit[1])])
    expected = expected + 4 * mass * explicit[1] * one
    assert np.allclose(loop, expected, atol=1e-12)
assert violation[0.0] < 1e-12 and violation[0.3] > 1e-2

# crossed two-loop electron line with arbitrary internal momenta
rng = np.random.default_rng(4)
momenta = rng.normal(size=(3, 4))
crossed = {}
for mass in (0.0, 0.3):
    a, b, c = [slash(v) + mass * one for v in momenta]
    line = sum(metric[m] * metric[n] * gamma[m] @ a @ gamma[n] @ b
               @ gamma[m] @ c @ gamma[n] for m in range(4) for n in range(4))
    crossed[mass] = chirality_violation(line) / np.linalg.norm(line)
assert crossed[0.0] < 1e-12 and crossed[0.3] > 1e-3

# ---------- full one-loop thermal part against its soft limit ----------
fermi_integral = quad(lambda k: k / (np.exp(k) + 1), 0, 60)[0]
bose_integral = quad(lambda k: k / np.expm1(k) if k > 0 else 1.0, 0, 60)[0]
assert abs(fermi_integral - np.pi**2 / 12) < 1e-8
assert abs(bose_integral - np.pi**2 / 6) < 1e-8
xu, wu = np.polynomial.legendre.leggauss(500)
xc, wc = np.polynomial.legendre.leggauss(80)


def thermal_loop(p0, p):
    """Coefficients (V0, Vz) in Sigma = V0 gamma0 - Vz gamma_z, T = e = 1."""
    lo, hi = np.log(1e-9), np.log(60.0)
    k = np.exp(lo + (hi - lo) * (xu + 1) / 2)[:, None]
    measure = (wu[:, None] * (hi - lo) / 2) * k**2 * wc / (8 * np.pi**2)
    n_f, n_b = 1 / (np.exp(k) + 1), 1 / np.expm1(k)
    kz = k * xc
    total = np.zeros(2, complex)
    for s in (1, -1):
        den = p0**2 - p**2 - 2 * (p0 * s * k - p * kz)
        total[0] += np.sum(measure * (n_f * s * k - n_b * (p0 - s * k)) / den)
        total[1] += np.sum(measure * (n_f * kz - n_b * (p - kz)) / den)
    return -2 * total


def soft_formula(p0, p):
    big_l = np.log((p0 + p) / (p0 - p)) / (2 * p)
    return np.array([big_l, (p0 * big_l - 1) / p]) / 8


soft_error = {}
for scale in (1e-2, 1e-3):
    full = thermal_loop(1j * scale, 0.8 * scale)
    soft = soft_formula(1j * scale, 0.8 * scale)
    soft_error[scale] = np.linalg.norm(full - soft) / np.linalg.norm(soft)
assert soft_error[1e-3] < 1e-2
assert 7 < soft_error[1e-2] / soft_error[1e-3] < 13

# ---------- modes from a numerically averaged 4x4 matrix ----------
xa, wa = np.polynomial.legendre.leggauss(240)


def hamiltonian_form(w, p, mass=0.0):
    """gamma0 S^-1, Hermitian for real w > p; zero eigenvalues are modes."""
    weight = wa / 2 / (w - p * xa)
    sigma = slash([np.sum(weight), 0, 0, np.sum(weight * xa)])
    return gamma[0] @ (slash([w, 0, 0, p]) - sigma - mass * one)


def matrix_mode(p, index, mass=0.0):
    def eig(w):
        return np.linalg.eigvalsh(hamiltonian_form(w, p, mass))[index]
    return brentq(eig, max(1.002 * p, 0.2), 4.0, xtol=1e-13)


def branch(p, sign):
    """Energy and v-1 from the parametric formulas."""
    def equation(t):
        d = np.exp(t)
        q0 = 0.5 * np.log1p(2 / d)
        rhs = 1 / d - q0 if sign > 0 else q0 - 1 / (2 + d)
        return rhs - p**2
    d = np.exp(brentq(equation, -45, 9, xtol=1e-13))
    return p * (1 + d), d


def cut_weight(p):
    """Spectral weight at |omega| < p, using omega = p tanh(u)."""
    def density(u):
        w = p * np.tanh(u)
        big_l = (2 * u - 1j * np.pi) / (2 * p)
        inverse = w - p - (1 + (p - w) * big_l) / p
        return -(1 / inverse).imag / np.pi * p / np.cosh(u)**2
    return quad(density, -20, 20, limit=300, epsabs=1e-10)[0]


rows = []
for p in (0.5, 1.0, 1.5):
    energies, residues = [], []
    for sign, index in ((1, 0), (-1, 3)):
        w = matrix_mode(p, index)
        assert abs(w - branch(p, sign)[0]) < 1e-8
        h = 1e-5
        slope = (np.linalg.eigvalsh(hamiltonian_form(w + h, p))[index]
                 - np.linalg.eigvalsh(hamiltonian_form(w - h, p))[index])
        z = 2 * h / slope
        assert abs(z - (w**2 - p**2) / 2) < 1e-5
        vals, vecs = np.linalg.eigh(hamiltonian_form(w, p))
        null = vecs[:, np.abs(vals) < 1e-8]
        assert null.shape[1] == 2
        product = null.conj().T @ gamma5 @ spin_z @ null
        assert np.allclose(product, sign * np.eye(2), atol=1e-8)
        energies.append(w)
        residues.append(z)
    cut = cut_weight(p)
    assert abs(sum(residues) + cut - 1) < 1e-5
    rows.append((p, *energies, *residues, cut))

# ---------- limiting forms ----------
p_small = 0.02
for sign in (1, -1):
    series = 1 + sign * p_small / 3 + p_small**2 / 3
    assert abs(branch(p_small, sign)[0] - series) < 3e-5
p_large = 100.0
d_large = branch(p_large, 1)[1]
asymptotic_square = p_large**2 * d_large * (2 + d_large)
assert abs(asymptotic_square - 2) < 2e-3
d_plasmino = branch(3.0, -1)[1]
d_formula = 2 * np.exp(-2 * 3.0**2 - 1)
assert abs(d_plasmino / d_formula - 1) < 1e-5


# ---------- plasmino minimum ----------
def plasmino_square(v):
    return v**2 * (0.5 * np.log((v + 1) / (v - 1)) - 1 / (v + 1))


v_min = minimize_scalar(plasmino_square, bounds=(1.1, 10), method="bounded",
                        options={"xatol": 1e-10}).x
w_min = np.sqrt(plasmino_square(v_min))
p_min = w_min / v_min
assert abs(matrix_mode(p_min, 3) - w_min) < 1e-8
assert min(matrix_mode(p_min - 0.05, 3), matrix_mode(p_min + 0.05, 3)) > w_min

# ---------- numerical example and true-mass control ----------
temperature = 100.0  # MeV, chosen model parameter
charge = np.sqrt(4 * np.pi * const.fine_structure)
m_f = charge * temperature / np.sqrt(8)
m_e = const.physical_constants["electron mass energy equivalent in MeV"][0]
ratio = m_e / m_f
upper, lower = matrix_mode(0.0, 0, ratio), matrix_mode(0.0, 3, ratio)
center = np.sqrt(1 + ratio**2 / 4)
assert abs(upper - center - ratio / 2) < 1e-9
assert abs(lower - center + ratio / 2) < 1e-9
assert abs(matrix_mode(0.0, 0) - matrix_mode(0.0, 3)) < 1e-10
leakage = []
for mass in (0.0, ratio):
    w = matrix_mode(1.0, 0, mass)
    vals, vecs = np.linalg.eigh(hamiltonian_form(w, 1.0, mass))
    null = vecs[:, np.abs(vals) < 1e-8]
    assert null.shape[1] == 2
    rotated = gamma5 @ null
    leakage.append(np.linalg.norm(rotated - null @ (null.conj().T @ rotated)))
assert leakage[0] < 1e-8 and leakage[1] > 1e-3

print(f"temperature T = {temperature:.1f} MeV")
print(f"fine-structure constant = {const.fine_structure:.8f} (dimensionless)")
print(f"charge e = {charge:.6f} (dimensionless)")
print(f"thermal gap m_f = {m_f:.4f} MeV")
print(f"m_f squared = {m_f**2:.3f} MeV^2")
print(f"asymptotic mass sqrt(2) m_f = {np.sqrt(2) * m_f:.4f} MeV")
print(f"integral k n_F dk = {fermi_integral:.6f} T^2")
print(f"integral k n_B dk = {bose_integral:.6f} T^2")
for scale, error in soft_error.items():
    print(f"soft-limit relative error, |p0|/T={scale:g}: {error:.3e}")
print(f"relative chirality violation, one loop, m=0: {violation[0.0]:.1e}")
print(f"relative chirality violation, one loop, m=0.3 T: {violation[0.3]:.4f}")
for p, wp, wm, zp, zm, cut in rows:
    print(f"p = {p:.1f} m_f: particle = {wp:.5f} m_f, plasmino = {wm:.5f} m_f")
    print(f"  weights: Z+ = {zp:.5f}, Z- = {zm:.5f}, cut = {cut:.5f}")
    print(f"  Dirac energy with mass m_f = {np.sqrt(p*p + 1):.5f} m_f")
print(f"particle w^2-p^2 at p=100 m_f = {asymptotic_square:.5f} m_f^2")
print(f"plasmino w/p-1 at p=3 m_f = {d_plasmino:.4e} (dimensionless)")
print(f"plasmino minimum: p = {p_min:.5f} m_f, energy = {w_min:.5f} m_f")
print(f"plasmino minimum energy = {w_min * m_f:.4f} MeV")
print(f"electron mass m_e = {m_e:.6f} MeV, m_e/m_f = {ratio:.5f}")
print(f"p=0 energies with m_e: {upper*m_f:.4f} and {lower*m_f:.4f} MeV")
print(f"p=0 splitting with m_e = {(upper-lower)*m_f:.6f} MeV")
print(f"gamma5 leakage from particle modes at p=m_f, m_e=0: {leakage[0]:.1e}")
print(f"gamma5 leakage with actual m_e: {leakage[1]:.5f} (dimensionless)")
print("all assertions hold")
```

Output:

```
temperature T = 100.0 MeV
fine-structure constant = 0.00729735 (dimensionless)
charge e = 0.302822 (dimensionless)
thermal gap m_f = 10.7064 MeV
m_f squared = 114.627 MeV^2
asymptotic mass sqrt(2) m_f = 15.1411 MeV
integral k n_F dk = 0.822467 T^2
integral k n_B dk = 1.644934 T^2
soft-limit relative error, |p0|/T=0.01: 3.992e-03
soft-limit relative error, |p0|/T=0.001: 4.065e-04
relative chirality violation, one loop, m=0: 0.0e+00
relative chirality violation, one loop, m=0.3 T: 0.3826
p = 0.5 m_f: particle = 1.23655 m_f, plasmino = 0.93207 m_f
  weights: Z+ = 0.63953, Z- = 0.30938, cut = 0.05109
  Dirac energy with mass m_f = 1.11803 m_f
p = 1.0 m_f: particle = 1.57057 m_f, plasmino = 1.11075 m_f
  weights: Z+ = 0.73335, Z- = 0.11688, cut = 0.14977
  Dirac energy with mass m_f = 1.41421 m_f
p = 1.5 m_f: particle = 1.96032 m_f, plasmino = 1.51236 m_f
  weights: Z+ = 0.79643, Z- = 0.01862, cut = 0.18495
  Dirac energy with mass m_f = 1.80278 m_f
particle w^2-p^2 at p=100 m_f = 1.99911 m_f^2
plasmino w/p-1 at p=3 m_f = 1.1206e-08 (dimensionless)
plasmino minimum: p = 0.40760 m_f, energy = 0.92786 m_f
plasmino minimum energy = 9.9340 MeV
electron mass m_e = 0.510999 MeV, m_e/m_f = 0.04773
p=0 energies with m_e: 10.9649 and 10.4539 MeV
p=0 splitting with m_e = 0.510999 MeV
gamma5 leakage from particle modes at p=m_f, m_e=0: 4.0e-16
gamma5 leakage with actual m_e: 0.08235 (dimensionless)
all assertions hold
```
